# The Singlet Electron–Electron Cusp from Relative and Centre-of-Mass Coordinates: a program that tests the result

```python
"""
Result under test: for two electrons in a singlet state, at fixed centre R,
    psi = psi0(R) * (1 + r12/2) + O(r12^2),
where 1/2 is the reduced mass mu of the pair (hartree atomic units).
Symbols: m1, m2 masses; M = m1+m2; mu = m1*m2/M; r12 separation;
omega trap frequency; c relative slope (d psi/d r12)/psi at r12 = 0.
Tests: symbolic identities, local energies in the original coordinates,
radial diagonalization, and a variational helium atom with a free slope.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

mp.dps = 50

# ---- Kinetic energy: plane waves test a constant-coefficient operator fully
m1, m2 = sp.symbols("m1 m2", positive=True)
x1, x2, P, p = sp.symbols("x1 x2 P p", real=True)
wave = sp.exp(sp.I * (P * (m1 * x1 + m2 * x2) / (m1 + m2) + p * (x1 - x2)))
kinetic = -sp.diff(wave, x1, 2) / (2 * m1) - sp.diff(wave, x2, 2) / (2 * m2)
separated = P**2 / (2 * (m1 + m2)) + p**2 * (m1 + m2) / (2 * m1 * m2)
assert sp.simplify(kinetic / wave - separated) == 0

# ---- Laplacian of r times an angular function of degree l
x, y, z = sp.symbols("x y z", positive=True)
radius = sp.sqrt(x**2 + y**2 + z**2)
angular_factors = []
for l in range(5):
    angular = sp.legendre(l, z / radius)
    lap = sum(sp.diff(radius * angular, q, 2) for q in (x, y, z))
    point = {x: sp.Rational(3, 10), y: sp.Rational(7, 10), z: sp.Rational(11, 10)}
    factor = sp.N((lap * radius / angular).subs(point), 25)
    assert abs(factor - (2 - l * (l + 1))) < 1e-15
    angular_factors.append(float(factor))


# ---- Local energy H psi / psi by finite differences in six coordinates
def local_energy(mass1, mass2, omega, slope, separation):
    mass1, mass2, omega, slope = map(mpf, (mass1, mass2, omega, slope))
    separation = mpf(separation)
    total = mass1 + mass2
    centre = [mpf(3) / 10, -mpf(2) / 10, mpf(4) / 10]
    direction = [mpf(1) / 3, mpf(2) / 3, mpf(2) / 3]
    start = [centre[i] + mass2 / total * separation * direction[i] for i in range(3)]
    start += [centre[i] - mass1 / total * separation * direction[i] for i in range(3)]

    def psi(q):
        r12 = mp.sqrt(sum((q[i] - q[i + 3])**2 for i in range(3)))
        inertia = mass1 * sum(v**2 for v in q[:3]) + mass2 * sum(v**2 for v in q[3:])
        return (1 + slope * r12) * mp.exp(-omega * inertia / 2)

    step = mpf(10)**(-12)
    value = psi(start)
    energy = 1 / separation
    for i in range(6):
        mass = mass1 if i < 3 else mass2
        up, down = list(start), list(start)
        up[i] += step
        down[i] -= step
        second = (psi(up) - 2 * value + psi(down)) / step**2
        energy += -second / (2 * mass * value) + mass * omega**2 * start[i]**2 / 2
    return float(energy)


separations = ("0.1", "0.01", "0.001")
slopes = (0.0, 0.5, 1.0)
energy_table = {c: [local_energy(1, 1, 0.5, c, s) for s in separations] for c in slopes}
assert all(abs(e - 2.0) < 1e-9 for e in energy_table[0.5])
for c in slopes:
    assert abs(0.001 * energy_table[c][-1] - (1 - c / 0.5)) < 0.01
# Unequal masses 1 and 3: the slope 0.75 must give a constant local energy
unequal = [local_energy(1, 3, 0.75, 0.75, s) for s in ("0.001", "0.1", "1.3")]
assert max(unequal) - min(unequal) < 1e-9


# ---- Relative motion in a trap, slope read from the numerical eigenvector
def radial_solution(mass1, mass2, omega):
    mu = mass1 * mass2 / (mass1 + mass2)
    step = 0.004
    r = step * np.arange(1, 6001)
    diagonal = 1 / (mu * step**2) + 0.5 * mu * omega**2 * r**2 + 1 / r
    off = np.full(r.size - 1, -1 / (2 * mu * step**2))
    energy, vector = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    near = r <= 0.5
    fit = np.polynomial.Polynomial.fit(r[near], vector[near, 0] / r[near], 8)
    return mu, energy[0], fit, fit.deriv()(0.0) / fit(0.0)


trap_cases = [(1, 1, 0.25), (1, 1, 0.5), (1, 1, 2.0), (1, 3, 0.5), (1, 999, 0.5)]
trap_results = []
for case in trap_cases:
    mu, energy, fit, slope = radial_solution(*case)
    # tolerance: second-order grid error, step^2 = 1.6e-5 times a factor of order 1
    assert abs(slope - mu) < 2e-4
    trap_results.append((case, mu, energy, slope))
    if case == (1, 1, 0.5):
        trap_fit, trap_energy = fit, energy
assert abs(trap_energy + 1.5 * 0.5 - 2.0) < 1e-4
short_range = []
for r in (0.1, 0.2, 0.4):
    ratio = trap_fit(r) / trap_fit(0.0)
    short_range.append((r, ratio, 1 + r / 2, (ratio - 1 - r / 2) / r**2))
assert all(abs(row[3]) < 0.5 for row in short_range)

# ---- Helium: basis s^l t^(2m) u^n exp(-alpha s), s=r1+r2, t=r1-r2, u=r12
nuclear_charge, alpha = 2, mpf(2)


@lru_cache(maxsize=None)
def moment(a, b, c):
    """Integral of s^a t^b u^c exp(-2 alpha s) over 0 < t < u < s."""
    if min(a, b, c) < 0:
        return mpf(0)  # such terms occur only with a zero prefactor
    k = a + b + c + 2
    return mp.factorial(k) / ((2 * alpha)**(k + 1) * (b + 1) * (b + c + 2))


def elements(f, g):
    (l, m, n), (L, K, N) = f, g
    a, b, c = l + L, 2 * (m + K), n + N

    def weight(i, j, k):
        return (moment(a + 2 + i, b + j, c + 1 + k)
                - moment(a + i, b + 2 + j, c + 1 + k))

    def mixed(i):
        return moment(a + 1 + i, b, c + 1) - moment(a + 1 + i, b + 2, c - 1)

    overlap = weight(0, 0, 0)
    energy = l * L * weight(-2, 0, 0) - alpha * a * weight(-1, 0, 0)
    energy += alpha**2 * overlap
    energy += 4 * m * K * weight(0, -2, 0) + n * N * weight(0, 0, -2)
    energy += (l * N + L * n) * mixed(-1) - alpha * c * mixed(0)
    energy += 2 * (m * N + K * n) * (moment(a + 2, b, c - 1) - moment(a, b, c + 1))
    energy += -4 * nuclear_charge * moment(a + 1, b, c + 1)
    energy += moment(a + 2, b, c) - moment(a, b + 2, c)
    return overlap, energy


max_degree = 8
basis = [(l, m, n) for l in range(max_degree + 1) for m in range(max_degree // 2 + 1)
         for n in range(max_degree + 1) if l + 2 * m + n <= max_degree]
basis.sort(key=lambda f: (f[0] + 2 * f[1] + f[2], f))
norms = [1 / mp.sqrt(elements(f, f)[0]) for f in basis]
S_full, H_full = mp.matrix(len(basis)), mp.matrix(len(basis))
for i, f in enumerate(basis):
    for j in range(i + 1):
        overlap, energy = elements(f, basis[j])
        S_full[i, j] = S_full[j, i] = overlap * norms[i] * norms[j]
        H_full[i, j] = H_full[j, i] = energy * norms[i] * norms[j]


def helium(degree):
    size = sum(1 for l, m, n in basis if l + 2 * m + n <= degree)
    S, H = S_full[:size, :size], H_full[:size, :size]
    factors, pivots = mp.LU_decomp(H - mpf("-2.91") * S)
    vector = mp.matrix(size, 1)
    vector[0] = mpf(1)
    for _ in range(9):  # inverse iteration towards the lowest state
        vector = mp.U_solve(factors, mp.L_solve(factors, S * vector, pivots))
        vector = vector / mp.norm(vector)
    energy = (vector.T * H * vector)[0] / (vector.T * S * vector)[0]
    value, slope = {}, {}
    for i in range(size):
        l, m, n = basis[i]
        if m == 0 and n == 0:
            value[l] = vector[i] * norms[i]
        if m == 0 and n == 1:
            slope[l] = vector[i] * norms[i]

    def shell_integral(A, B):
        return sum(A[i] * B[j] * mp.factorial(i + j + 2) / (2 * alpha)**(i + j + 3)
                   for i in A for j in B)

    average = shell_integral(value, slope) / shell_integral(value, value)

    def at_distance(R):
        s = 2 * mpf(R)
        return float(sum(v * s**k for k, v in slope.items())
                     / sum(v * s**k for k, v in value.items()))

    return size, float(energy), float(average), at_distance


# One exponential: hydrogenic product, energy -Z^2 + 5Z/8
assert abs(helium(0)[1] - (-nuclear_charge**2 + 5 * nuclear_charge / 8)) < 1e-12
helium_results = [helium(d) for d in (2, 4, 6, 8)]
helium_energies = [row[1] for row in helium_results]
assert all(b < a for a, b in zip(helium_energies, helium_energies[1:]))
assert abs(helium_energies[-1] - helium_energies[-2]) < 1e-5
# tolerance: a finite basis reproduces a pointwise slope only approximately
assert abs(helium_results[-1][2] - 0.5) < 0.01
assert abs(helium_results[-1][2] - 0.5) < abs(helium_results[0][2] - 0.5)
local_slopes = [(R, helium_results[-1][3](R)) for R in (0.3, 0.6, 1.0)]
assert all(abs(c - 0.5) < 0.03 for R, c in local_slopes)

# ---- The slope in SI units from the fundamental constants
pair_mass = const.m_e * const.m_e / (const.m_e + const.m_e)
slope_si = pair_mass * const.e**2 / (4 * np.pi * const.epsilon_0 * const.hbar**2)
bohr = const.physical_constants["Bohr radius"][0]
assert abs(slope_si * bohr - 0.5) < 1e-8

print("Factor 2-l(l+1) from the Laplacian, l=0..4:",
      " ".join(f"{v:.0f}" for v in angular_factors))
print("Two electrons in a trap, frequency 0.5 hartree/hbar")
print("Local energy (hartree) at r12 =", ", ".join(separations), "bohr")
for c in slopes:
    print(f"  slope {c:.1f} /bohr:", " ".join(f"{e:.4f}" for e in energy_table[c]))
print(f"Masses 1 and 3 m_e, trap 0.75, slope 0.75: energy {unequal[0]:.4f} hartree")
print("Radial diagonalization: masses (m_e), trap frequency (a.u.),")
print("  reduced mass (m_e), relative energy (hartree), slope (1/bohr)")
for (ma, mb, om), mu, energy, slope in trap_results:
    print(f"  {ma} {mb}  {om:.2f}  {mu:.4f}  {energy:.4f}  {slope:.4f}")
print("Trap 0.5, electrons: r12 (bohr), psi/psi0, 1+r12/2, remainder/r12^2")
for r, ratio, linear, rest in short_range:
    print(f"  {r:.1f}  {ratio:.5f}  {linear:.5f}  {rest:.4f}")
print(f"Helium, fixed nucleus, exponent alpha = {float(alpha):.1f} /bohr")
print("  basis functions, energy (hartree), averaged slope (1/bohr)")
for size, energy, average, _ in helium_results:
    print(f"  {size:3d}  {energy:.6f}  {average:.4f}")
print("Helium, largest basis: distance from nucleus (bohr), slope (1/bohr)")
for R, c in local_slopes:
    print(f"  {R:.1f}  {c:.4f}")
print(f"Reduced mass of the electron pair: {pair_mass / const.m_e:.4f} m_e")
print(f"Bohr radius: {bohr * 1e10:.6f} angstrom")
print(f"Cusp slope: {slope_si * bohr:.4f} /bohr = {slope_si * 1e-10:.4f} /angstrom")
print("checks complete")
```

Running it gives:

```
Factor 2-l(l+1) from the Laplacian, l=0..4: 2 0 -4 -10 -18
Two electrons in a trap, frequency 0.5 hartree/hbar
Local energy (hartree) at r12 = 0.1, 0.01, 0.001 bohr
  slope 0.0 /bohr: 11.5000 101.5000 1001.5000
  slope 0.5 /bohr: 2.0000 2.0000 2.0000
  slope 1.0 /bohr: -6.6364 -96.5149 -996.5015
Masses 1 and 3 m_e, trap 0.75, slope 0.75: energy 3.0000 hartree
Radial diagonalization: masses (m_e), trap frequency (a.u.),
  reduced mass (m_e), relative energy (hartree), slope (1/bohr)
  1 1  0.25  0.5000  0.7143  0.5000
  1 1  0.50  0.5000  1.2500  0.5000
  1 1  2.00  0.5000  4.0579  0.5000
  1 3  0.50  0.7500  1.3485  0.7500
  1 999  0.50  0.9990  1.4282  0.9990
Trap 0.5, electrons: r12 (bohr), psi/psi0, 1+r12/2, remainder/r12^2
  0.1  1.04869  1.05000  -0.1312
  0.2  1.09451  1.10000  -0.1372
  0.4  1.17624  1.20000  -0.1485
Helium, fixed nucleus, exponent alpha = 2.0 /bohr
  basis functions, energy (hartree), averaged slope (1/bohr)
    7  -2.902966  0.4001
   22  -2.903714  0.4671
   50  -2.903723  0.4844
   95  -2.903724  0.4914
Helium, largest basis: distance from nucleus (bohr), slope (1/bohr)
  0.3  0.4920
  0.6  0.4995
  1.0  0.4997
Reduced mass of the electron pair: 0.5000 m_e
Bohr radius: 0.529177 angstrom
Cusp slope: 0.5000 /bohr = 0.9449 /angstrom
checks complete
```
